# Linear-Response Hubbard U as the Interaction Curvature of a Localized Shell

## The question

When hydrogen is oxidized by chlorine, charge moves towards the chlorine 3p shell. The energy of the molecule depends on how full that shell is, and near the ground state this dependence is a curved function with a minimum. Part of the curvature comes from electron repulsion: added charge makes further charge more costly. Another part would be present for independent electrons, because changing the occupation forces the bonding orbitals away from their best mixture. A Hubbard correction is meant to act on the first part, so the two must be separated.

The separation needs two responses of the shell occupation to a small potential on the shell. In one the electronic potential relaxes; in the other it is frozen. The difference of their inverses is the Hubbard parameter $U$. "Independent electrons" here means electrons moving in the frozen self-consistent potential of the interacting ground state. Switching the interaction off altogether would change that potential, and gives a different number, as a model below shows.

## Definitions and assumptions

Consider a closed-shell Kohn-Sham system with real orbitals, fixed electron number, a gap between occupied and empty levels, and a ground state that is a stable minimum. The exchange-correlation functional depends on the density (and possibly its gradient), not on the orbitals separately. Atomic units are used in the algebra.

Let $D$ be the density matrix summed over both spins, and let $P$ project onto the chosen shell. The shell occupation is

$$n=\mathrm{Tr}(PD). \tag{1}$$

Add the potential $\alpha P$ to the Hamiltonian. A positive $\alpha$ repels electrons from the shell. Define

$$\chi=\left.\frac{dn}{d\alpha}\right|_{\text{relaxed}},\qquad
\chi_0=\left.\frac{dn}{d\alpha}\right|_{\text{frozen}}, \tag{2}$$

both at $\alpha=0$. In $\chi$ the Hartree and exchange-correlation (Hxc) potential is made self-consistent for each $\alpha$. In $\chi_0$ it keeps its ground-state form. Both responses are assumed nonzero. The parameter is

$$U=\chi_0^{-1}-\chi^{-1}. \tag{3}$$

## Inverse responses are curvatures

Let $E(n)$ be the lowest energy among density matrices with shell occupation $n$, and let

$$G(\alpha)=\min_D\{E[D]+\alpha\,\mathrm{Tr}(PD)\}. \tag{4}$$

Call the minimizer $D_\alpha$ and its occupation $n(\alpha)$. Any other $D$ with this occupation has the same $\alpha n$ term, so it cannot have a lower $E[D]$. Hence $D_\alpha$ also solves the constrained problem, and

$$E(n(\alpha))=G(\alpha)-\alpha n(\alpha). \tag{5}$$

Because $D_\alpha$ is stationary, its own change does not contribute to the first derivative of $G$. The explicit $\alpha$ gives $dG/d\alpha=n$. Differentiating (5),

$$\frac{dE}{d\alpha}=n-n-\alpha\frac{dn}{d\alpha}
\quad\Longrightarrow\quad \frac{dE}{dn}=-\alpha. \tag{6}$$

A second derivative with respect to $n$, taken at the ground state, gives

$$E''=-\frac{d\alpha}{dn}=-\frac1\chi. \tag{7}$$

The sign is fixed by (4): $G$ is a minimum over functions linear in $\alpha$, so it is concave, and $\chi=G''\le0$. The curvature (7) is therefore positive.

For the bare problem, let $F$ be the Kohn-Sham Hamiltonian at $\alpha=0$, held fixed, and use the energy

$$E_0[D]=\mathrm{Tr}(FD). \tag{8}$$

Filling the lowest levels of $F$ minimizes this energy and returns the same ground-state density matrix. The argument from (4) to (7) applies with $E_0$ in place of $E$, so

$$E_0''=-\frac1{\chi_0},\qquad U=E''-E_0''. \tag{9}$$

Thus $U$ is the full curvature minus the rehybridization curvature. It remains to show that what is left is purely interaction.

## Expansion in orbital rotations

Label occupied orbitals $i,j$ and empty orbitals $a,b$, with levels $\varepsilon$. A small change of the occupied orbitals that keeps them orthonormal to second order is

$$\phi_i'=\phi_i+\sum_a x_{ia}\phi_a-\tfrac12\sum_{ja}x_{ia}x_{ja}\phi_j. \tag{10}$$

With $D=2\sum_i|\phi_i\rangle\langle\phi_i|$, the first- and second-order changes are

$$D_1=2\sum_{ia}x_{ia}\big(|a\rangle\langle i|+|i\rangle\langle a|\big), \tag{11}$$

$$D_2=2\sum_{iab}x_{ia}x_{ib}|a\rangle\langle b|-2\sum_{ija}x_{ia}x_{ja}|i\rangle\langle j|. \tag{12}$$

Write $p_{ia}=\langle i|P|a\rangle$. The two equal terms in (11) give the leading change of occupation,

$$\delta n=4\sum_{ia}p_{ia}x_{ia}=4\,p^{T}x. \tag{13}$$

The energy to second order is

$$\delta E=\mathrm{Tr}[F(D_1+D_2)]+\frac12\iint\delta\rho(\mathbf r)f(\mathbf r,\mathbf r')\delta\rho(\mathbf r'), \tag{14}$$

where $f$ is the Hxc kernel, the derivative of the Hxc potential with respect to the density. Since $F$ is diagonal in these orbitals, $\mathrm{Tr}(FD_1)=0$, while (12) gives

$$\mathrm{Tr}(FD_2)=2\sum_{ia}(\varepsilon_a-\varepsilon_i)x_{ia}^2=2x^T\Delta x. \tag{15}$$

Here $\Delta$ is the diagonal matrix of orbital gaps. From (11), $\delta\rho=4\sum_{ia}x_{ia}\phi_i\phi_a$. The last term of (14) is therefore $\frac12\cdot16\sum x_{ia}(ia|f|jb)x_{jb}$. With $K_{ia,jb}=4(ia|f|jb)$ this equals $2x^TKx$, and

$$\delta E=2x^TAx,\qquad A=\Delta+K. \tag{16}$$

Now minimize $2x^TAx+4\alpha p^Tx$. The second-order part of the occupation, from $D_2$, would enter multiplied by $\alpha$. Since $x$ is itself proportional to $\alpha$, that term is of order $\alpha^3$ and does not affect the linear response. Stationarity gives $4Ax+4\alpha p=0$, so $x=-\alpha A^{-1}p$. Inserting this in (13),

$$\chi=-4p^TA^{-1}p,\qquad \chi_0=-4p^T\Delta^{-1}p. \tag{17}$$

The second result follows by setting $K=0$ while keeping the orbitals and levels, which is what freezing the potential means.

## What remains is interaction

Scale each response so that the shell occupation changes by one:

$$x_0=-\frac{\Delta^{-1}p}{\chi_0},\qquad x_1=-\frac{A^{-1}p}{\chi}. \tag{18}$$

Equations (13) and (17) confirm $4p^Tx_0=4p^Tx_1=1$. The corresponding density changes are $\rho_0$ (bare) and $\rho_1$ (relaxed). These are linear responses per unit $n$; no whole electron need be moved. Each integrates to zero, because $\phi_i$ and $\phi_a$ are orthogonal: charge gained in one place is lost in another.

The interaction between the two densities is

$$\iint\rho_0f\rho_1=4x_0^TKx_1=\frac{4\,p^T\Delta^{-1}KA^{-1}p}{\chi_0\chi}. \tag{19}$$

Because $K=A-\Delta$,

$$\Delta^{-1}KA^{-1}=\Delta^{-1}(A-\Delta)A^{-1}=\Delta^{-1}-A^{-1}. \tag{20}$$

By (17), $4p^T(\Delta^{-1}-A^{-1})p=-\chi_0+\chi$. Hence

$$\iint\rho_0f\rho_1=\frac{\chi-\chi_0}{\chi_0\chi}=\frac1{\chi_0}-\frac1\chi=U. \tag{21}$$

No approximation in the size of $f$ was made. If $f=0$, then $U=0$ however strongly the shell hybridizes. This is the precise sense in which the bare inverse response removes the noninteracting curvature.

Equation (21) also shows what $U$ is not. It is not the repulsion of a fixed atomic orbital with itself. Split $\rho_0$ and $\rho_1$ each into a part that gains charge and a part that loses it. Then $U$ contains positive Hartree terms between the two gaining parts and between the two losing parts, negative Hartree terms between gaining and losing parts, and the exchange-correlation contribution. It belongs to a functional, a projector and an environment.

### Bounds

Any $x$ with $4p^Tx=1$ can be written $x_1+y$ with $p^Ty=0$. The cross term $x_1^TAy=-p^Ty/\chi$ vanishes. Since $A$ is positive definite at a stable minimum,

$$4x^TAx\ge4x_1^TAx_1=-\frac1\chi. \tag{22}$$

Likewise $4x^T\Delta x\ge-1/\chi_0$. Use $x_0$ as a trial in (22), then $x_1$ as a trial in the bare inequality:

$$-\frac1\chi\le-\frac1{\chi_0}+4x_0^TKx_0, \tag{23}$$

$$-\frac1\chi=4x_1^T\Delta x_1+4x_1^TKx_1\ge-\frac1{\chi_0}+4x_1^TKx_1. \tag{24}$$

Together these give

$$\iint\rho_1f\rho_1\le U\le\iint\rho_0f\rho_0. \tag{25}$$

The relaxed density arranges itself to lower its interaction energy, so it supplies the lower bound.

## A model with a known answer

Put two electrons in a shell orbital and a partner orbital, with hopping $t>0$. Let $s$ be the shell level relative to the partner. If the shell amplitude squared is $n/2$, the independent-electron energy is

$$E_0(n)=sn-2t\sqrt{n(2-n)}. \tag{26}$$

With $g=\sqrt{n(2-n)}$ one has $g'=(1-n)/g$ and $g^2+(1-n)^2=1$, so $g''=-1/g-(1-n)^2/g^3=-1/g^3$. Therefore

$$E_0''=\frac{2t}{[n(2-n)]^{3/2}}. \tag{27}$$

This curvature exists without any interaction term. At fixed $t$ it is smallest, $2t$, for equal sharing, and diverges as the shell becomes empty or full. Setting $E_0'=0$ gives $s=2t(1-n)/g$, hence $s^2+4t^2=4t^2/g^2$, and (27) becomes

$$-\frac1{\chi_0}=\frac{(s^2+4t^2)^{3/2}}{4t^2}. \tag{28}$$

Now add a mean-field energy $Wn^2/2$. The shell level becomes $s=\epsilon+\alpha+Wn$, where $\epsilon$ is the level without interaction. A small change obeys

$$dn=\chi_0(d\alpha+W\,dn)\quad\Longrightarrow\quad
\frac1\chi=\frac1{\chi_0}-W, \tag{29}$$

and (3) returns $U=W$.

Take $t=1$ eV, $\epsilon=-3$ eV and $W=4$ eV. Self-consistency gives $n=0.8341$ and $s=-3+4(0.8341)=0.336$ eV. The full curvature is 6.085 eV and the frozen-potential curvature is 2.085 eV. Their difference is 4.000 eV, the interaction put in.

If $W$ is instead switched off in the bare calculation, the level falls back to $-3$ eV. Equation (28) then gives $13^{3/2}/4=11.718$ eV, and the subtraction yields $6.085-11.718=-5.633$ eV. Even the sign is wrong, because the curvature subtracted belongs to a different, much fuller shell.

## Removing the interaction curvature

Let $n_g$ be the ground-state occupation, and subtract $\frac U2(n-n_g)^2$ from the functional. The ground state remains stationary. The extra potential is $-U\,\delta n\,P$, so under an applied $\alpha$

$$\delta n=\chi(\alpha-U\delta n)\quad\Longrightarrow\quad
\frac1{\chi'}=\frac1\chi+U=\frac1{\chi_0}. \tag{30}$$

The shell occupation of the corrected system responds to a potential on the shell as the bare one does. The density as a whole need not: the added potential is proportional to $P$, so per unit $n$ the density still changes by $\rho_1$, not $\rho_0$. The corrected energy, as a function of $n$, has curvature $-1/\chi_0>0$: the interaction part has gone and the rehybridization part stays. Subtracting the whole of $-1/\chi$ would instead leave no restoring curvature at all.

The common correction $\frac U2\sum_{m\sigma}n_{m\sigma}(1-n_{m\sigma})$ is not identical to this quadratic term. Suppose the occupations change linearly, $dn_{m\sigma}=w_{m\sigma}dn$ with $\sum w_{m\sigma}=1$. Its second derivative is then

$$-U\sum_{m\sigma}w_{m\sigma}^2. \tag{31}$$

This equals $-U$ when one spin orbital carries the whole change. If one spatial orbital carries it equally in both spins, the result is $-U/2$. The correction also has a slope, $\frac U2\sum(1-2n_{m\sigma})w_{m\sigma}$, which generally moves the ground state.

## The chlorine 3p shell in HCl

The example is an HCl molecule with a bond length of 1.28 Å, a rough value for the real molecule. The functional is the local density approximation (LDA) with Slater exchange and VWN correlation, in the def2-SVP basis. The projector uses chlorine 3p functions from a minimal atomic set, made orthogonal to chlorine 2p but not to the hydrogen orbital. The shell holds 5.72 electrons, and the smallest orbital gap is 7.4 eV.

Potentials $\alpha=\pm0.136$ eV give

$$\chi=-0.01967\ \text{eV}^{-1},\qquad \chi_0=-0.03323\ \text{eV}^{-1}. \tag{32}$$

The orbital formulas (17) give $-0.01966$ and $-0.03322$ eV$^{-1}$. Self-consistency reduces the response by about 41 percent of its bare value. Of $\chi_0$, 98.7 percent comes from σ orbitals, so the π orbitals take almost no part in the bare response of the occupation.

The inverses, taken before rounding, are

$$U=50.85-30.10=20.75\ \text{eV}=0.7626\ \text{hartree}. \tag{33}$$

Curvatures obtained directly from the constrained energies are also 50.85 and 30.10 eV, as (7) and (9) require. About 59 percent of the total curvature is thus present with the potential frozen. Identifying the full 50.85 eV with $U$ would overstate it by a factor of 2.45.

The kernel formula (21), evaluated from the response densities, gives 20.75 eV: a Hartree part of 29.20 eV and an exchange-correlation part of $-8.45$ eV. The bounds (25) are 17.9 and 24.9 eV. When the quadratic term with this $U$ is subtracted from the functional and the orbitals are made self-consistent again, the response becomes $-0.03324$ eV$^{-1}$, in agreement with $\chi_0$.

### Why U exceeds the orbital repulsion

The unscreened self-repulsion of the 3pσ function is 14.5 eV, less than the $U$ obtained with this projector. This does not conflict with (21), which contains $\rho_0$ and $\rho_1$ instead of the density of one normalized orbital. The dipoles of these densities show the difference. Per unit change of $n$, charge shifts towards chlorine by 2.29 electron Å in the bare response and 2.13 electron Å in the relaxed one. Moving one electron from one nucleus to the other would give 1.28 electron Å. More than one electron's worth of charge therefore moves, or it moves farther than the bond length, for each unit registered by the projector.

Overlap can contribute to this. If an electron leaves a hydrogen orbital whose overlap with the 3pσ function is $S$, the projector had already counted $S^2$ of it. Placing it in the 3pσ function changes $n$ by $1-S^2$, so a unit change of $n$ requires $1/(1-S^2)$ electrons. If the shape of the moved charge stays the same, the interaction is quadratic in its amount, so a positive $U$ is raised. This simple picture is not enough by itself: with $|S|\approx0.5$ the factor is about 1.3 and the dipole about 1.7 electron Å, short of the values above, so the shape of the response densities also matters. The excess belongs to a projector that overlaps hydrogen; with 3p functions orthogonalized to the hydrogen orbital, $U$ falls below the self-repulsion quoted above.

### Reliability and use of the number

Small response errors change $U$ by

$$\delta U=-\frac{\delta\chi_0}{\chi_0^2}+\frac{\delta\chi}{\chi^2}. \tag{34}$$

With $\chi$ held fixed, making $|\chi_0|$ one percent larger raises $U$ by 0.30 eV, or 1.4 percent of $U$. The danger grows when both responses are small, since $U$ is then a difference of large inverses. In the two-orbital model, (27) shows this happening for a nearly full or nearly empty shell at fixed hopping.

The choices behind the calculation matter more. Changing one at a time from the reference of 20.8 eV gives:

- 16.9 eV with an STO-3G 3p projector, orthogonalized to 2p;
- 20.4 eV with the def2-TZVP basis;
- 19.8 eV with the PBE functional.

The projector has the largest effect of the three, 3.9 eV or 19 percent of the reference. This is not an upper limit: both projectors compared here overlap the hydrogen orbital, and orthogonalizing the shell functions to hydrogen, a common choice, lowers $U$ by more than half. A value of $U$ should therefore be used with the projector that produced it. Quoting "about 21 eV" is reasonable for this setup; the further digits above serve to compare routes within it.

The value is far above the few eV, as a rough range, commonly used for transition-metal d shells in oxides, and should not be carried over to an oxide. There the shell, its neighbours, the screening and often the type of projector are different, and the response must be calculated in that environment. If $P$ covers equivalent shells in $N$ cells, $n$ is their total occupation, and the same derivation gives the curvature for changing them all together. This is $1/N$ of the curvature of the energy per cell with respect to the occupation per cell, and it is not the cost of changing one shell alone.

Nor is the HCl value a measured property. It describes the curvature of an approximate functional at fixed nuclei. Equation (21) establishes that this $U$ is interaction within that functional; it does not establish that subtracting it gives the true energy of the molecule. For the last step in particular, (31) matters: if the change is purely pσ and equal in both spins, the common occupation correction supplies a curvature of about $-10.4$ eV, half of what (30) removes.

The numerical output below lists the values for both examples.

## Computed values

```
Two-orbital model
hopping: 1.0 eV
shell level relative to partner: -3.0 eV
interaction W put in: 4.0 eV
self-consistent occupation: 0.8341 electrons
self-consistent shell level: 0.3364 eV
interacting curvature -1/chi: 6.085 eV
bare curvature -1/chi0, frozen potential: 2.085 eV
U from frozen potential: 4.000 eV
curvature with W switched off: 11.718 eV
wrong U from W switched off: -5.633 eV
HCl, Cl 3p shell, LDA, def2-SVP, minao projector
bond length: 1.28 angstrom
alpha step: 0.1361 eV
Cl 3p occupation: 5.7175 electrons
smallest orbital gap: 7.366 eV
chi, self-consistent: -0.01967 electrons/eV
chi, orbital Hessian: -0.01966 electrons/eV
chi0, frozen potential: -0.03323 electrons/eV
chi0, sum over orbitals: -0.03322 electrons/eV
sigma share of chi0: 98.7 percent
-1/chi: 50.850 eV
constrained-energy curvature: 50.850 eV
-1/chi0: 30.098 eV
frozen-potential energy curvature: 30.098 eV
U = 1/chi0 - 1/chi: 20.752 eV
U = 1/chi0 - 1/chi: 0.7626 hartree
U from kernel formula: 20.749 eV
Hartree part of U: 29.198 eV
exchange-correlation part of U: -8.449 eV
lower bound on U: 17.941 eV
upper bound on U: 24.941 eV
chi after removing U: -0.03324 electrons/eV
unscreened 3p sigma self-repulsion: 14.503 eV
charge shift to Cl per unit n, bare: 2.294 electron angstrom
charge shift to Cl per unit n, relaxed: 2.131 electron angstrom
change of U if |chi0| is 1 percent larger: 0.298 eV
U with STO-3G 3p projector: 16.891 eV
U with def2-TZVP basis: 20.364 eV
U with PBE functional: 19.829 eV
```
